# Relaxed and unrelaxed densities for excited-state dipoles in linear-response TDDFT, part 1

(Sections cited here and not found follow in the second part.)

**Question: Is the excited-state dipole in TDDFT the expectation value over the unrelaxed difference density?**

I run linear-response TDDFT on closed-shell molecules. From the amplitudes $X$ and $Y$ of a root I build the difference density matrix $T$, with an occupied–occupied hole block and a virtual–virtual particle block, add it to the ground-state density matrix, and contract with the dipole integrals. My reasoning is that the dipole is a one-electron operator, so its value should follow from the density of the state, just as in the ground state, where the expectation value equals $-dE_0/d\mathcal{E}$ for a static field $\mathcal{E}$. A colleague tells me that this is incomplete and that a "relaxed" density from a Z-vector equation is needed. Why should an extra linear solve be needed when the amplitudes are already converged? Which of the two densities reproduces the field derivative of the excitation energy, and how large is the difference for something simple like carbon monoxide?

**Answer**

Your colleague is right. The contraction of $T$ with the dipole integrals is the field derivative of the excitation energy $\omega$ with the orbitals and the Kohn–Sham potential frozen. In a real field the ground-state orbitals polarize, and $\omega$ is not stationary with respect to that polarization, because the orbitals were optimized for $E_0$. The missing piece can be written as an occupied–virtual block added to $T$, and only the trace over that relaxed matrix equals $d\omega/d\mathcal{E}$.

**Conventions**

I use atomic units, fixed nuclei, a closed-shell Kohn–Sham reference with real orthonormal orbitals, the adiabatic local density approximation, singlet states, and a basis that does not depend on the field. Indices $i,j,k$ are occupied, $a,b,c$ virtual, $p,q$ general. A field $\mathcal{E}$ along $z$ adds $-\mu\mathcal{E}$ to the Hamiltonian. An electron has charge $-1$, so its term is $+\mathcal{E}z$, and nuclei of charge $Q_A$ add $-\mathcal{E}\sum_A Q_A z_A$. The dipole of state $n$ is defined as $\mu_n=-dE_n/d\mathcal{E}$ at $\mathcal{E}=0$, which is what a linear Stark shift measures. With $E_n=E_0+\omega$,

$$\mu_n=\mu_0+\Delta\mu,\qquad \Delta\mu=-\frac{d\omega}{d\mathcal{E}} .$$

The density is $\rho=2\sum_i\varphi_i^2$, the exchange–correlation energy is $\int e_{xc}(\rho)\,d\mathbf r$ with $e_{xc}$ per unit volume, and $v_{xc},f,g$ are its first, second and third derivatives with respect to $\rho$. The Kohn–Sham operator is $\hat F=\hat h+\mathcal{E}z+v_H+v_{xc}$, with matrix elements $F_{pq}$. A density change $\delta\rho$ changes it by $\delta v(\mathbf r)=\int W(\mathbf r,\mathbf r')\,\delta\rho(\mathbf r')\,d\mathbf r'$, where

$$W(\mathbf r,\mathbf r')=\frac{1}{|\mathbf r-\mathbf r'|}+f(\mathbf r)\,\delta(\mathbf r-\mathbf r').$$

I write $(u|W|w)=\iint u\,W\,w$, which is symmetric in $u$ and $w$, and $K_{ia,jb}=(\varphi_i\varphi_a|W|\varphi_j\varphi_b)$.

**Why the expectation value works in the ground state**

Let the orbitals change by a small occupied–virtual rotation,

$$\delta\varphi_k=\sum_c\kappa_{kc}\varphi_c,\qquad \delta\varphi_c=-\sum_k\kappa_{kc}\varphi_k .$$

The minus sign keeps the set orthonormal to first order, since $\delta\langle\varphi_c|\varphi_k\rangle=\kappa_{kc}-\kappa_{kc}=0$. The density changes by

$$\delta\rho=2\sum_k 2\varphi_k\,\delta\varphi_k=4\sum_{kc}\kappa_{kc}\varphi_k\varphi_c ,$$

one factor of 2 from double occupancy and one from the product rule. The derivative of the Kohn–Sham energy with respect to an occupied orbital is $\hat F$ acting on it with the same two factors, so $\delta E_0=4\sum_{kc}\kappa_{kc}F_{kc}$. The self-consistent solution has $F_{kc}=0$. Whatever rotation the field induces, it does not change $E_0$ in first order, and only the explicit field dependence survives:

$$\mu_0=-\frac{dE_0}{d\mathcal{E}}=\sum_A Q_Az_A-\int\rho\,z\,d\mathbf r .$$

The equality between expectation value and derivative is a consequence of stationarity with respect to every parameter that moves with the field. For $\omega$ one has to ask which parameters have that property.

**The excitation energy as a function of amplitudes and orbitals**

Take canonical orbitals first and let both spins oscillate alike, which is the singlet case:

$$\varphi_i(t)=e^{-i\varepsilon_it}\Big[\varphi_i+\sum_a c_{ia}(t)\,\varphi_a\Big],\qquad c_{ia}=X_{ia}e^{-i\omega t}+Y_{ia}e^{+i\omega t},$$

with real $X$ and $Y$. The spin densities stay equal, so only derivatives of the unpolarized $e_{xc}(\rho)$ enter. To first order

$$\delta\rho(t)=2\sum_{ia}(c_{ia}+c_{ia}^*)\varphi_i\varphi_a=2\rho_1\,(e^{-i\omega t}+e^{i\omega t}),\qquad \rho_1=\sum_{ia}(X+Y)_{ia}\varphi_i\varphi_a .$$

Projecting the time-dependent Kohn–Sham equation on $\varphi_a$ gives $i\dot c_{ia}=(\varepsilon_a-\varepsilon_i)c_{ia}+(\varphi_i\varphi_a|W|\delta\rho(t))$. Let $\Delta$ be the diagonal matrix of $\varepsilon_a-\varepsilon_i$. The coefficients of $e^{-i\omega t}$ and $e^{+i\omega t}$ give

$$\omega X=\Delta X+2K(X+Y),\qquad -\omega Y=\Delta Y+2K(X+Y),$$

which are the Casida equations with $A=\Delta+2K$ and $B=2K$. With $P=X+Y$ and $M=X-Y$, the sum and the difference of the two are

$$HP=\omega M,\qquad \Delta M=\omega P,\qquad H\equiv A+B=\Delta+4K .$$

I normalize to $P\cdot M=X\cdot X-Y\cdot Y=1$. Multiplying the first equation by $P$, the second by $M$, and averaging,

$$\omega=\tfrac12\big[P\cdot HP+M\cdot\Delta M\big].$$

In a field it is convenient not to insist on canonical orbitals. Mix the occupied orbitals among themselves by an orthogonal matrix and the virtual ones by another. The density, $\hat F$ and $W$ are unchanged. The products $\varphi_i\varphi_a$ transform with the direct product of the two matrices, which is orthogonal, and $K$ transforms with it on both sides. The diagonal $\Delta$ is the canonical form of

$$\Delta_{ia,jb}=\delta_{ij}F_{ab}-\delta_{ab}F_{ij},$$

and this expression transforms in the same way. Both $H$ and $\Delta$ undergo the same orthogonal similarity transformation, so the roots $\omega$ do not change. Occupied–occupied and virtual–virtual rotations can therefore be set to zero in what follows.

Insert $H=\Delta+4K$ and the non-canonical $\Delta$. For any vector $S$, $S\cdot\Delta S=\sum_{ab}F_{ab}\sum_iS_{ia}S_{ib}-\sum_{ij}F_{ij}\sum_aS_{ia}S_{ja}$, and $P\cdot KP=(\rho_1|W|\rho_1)$. Hence

$$\omega=\sum_{pq}T_{pq}F_{pq}+2(\rho_1|W|\rho_1),$$

$$T_{ab}=\tfrac12\sum_i(P_{ia}P_{ib}+M_{ia}M_{ib}),\qquad T_{ij}=-\tfrac12\sum_a(P_{ia}P_{ja}+M_{ia}M_{ja}),\qquad T_{ia}=0 .$$

In terms of $X$ and $Y$ the cross terms cancel between $PP$ and $MM$, so $T_{ab}=\sum_i(X_{ia}X_{ib}+Y_{ia}Y_{ib})$ and likewise for $T_{ij}$. This is your unrelaxed difference density matrix, summed over spin. The traces of the two blocks are $\pm(X\cdot X+Y\cdot Y)=\pm(1+2Y\cdot Y)$, so the total trace is zero. The Tamm–Dancoff approximation (TDA) drops $Y$ and solves $AX=\omega X$ with $X\cdot X=1$. Then $\omega=X\cdot\Delta X+2X\cdot KX$, which is the same expression with $P=M=X$, and every later formula covers the TDA by that substitution.

In the TDA, $T$ does have the look of an expectation value. Let $\Phi_{ia}$ be the normalized singlet single excitations and $\Psi=\sum X_{ia}\Phi_{ia}$. For a spin-free one-electron operator with matrix elements $o_{pq}$ and reference value $o_0$, the Slater–Condon rules give $\langle\Phi_{ia}|\hat o|\Phi_{jb}\rangle=\delta_{ij}\delta_{ab}o_0+\delta_{ij}o_{ab}-\delta_{ab}o_{ij}$. The elements $o_{kc}$ do not appear, because they turn a single excitation into the reference or into a double excitation, both orthogonal to the singles. So $\langle\Psi|\hat o|\Psi\rangle-o_0=\sum T_{pq}o_{pq}$. In TDDFT this $\Psi$ is an auxiliary object whose energy is not $E_n$. Linear response supplies $\omega$ and the transition density, but no wavefunction of the excited state, so the dipole defined above has to come from the derivative of $\omega$.

**Differentiating: amplitudes and the explicit field term**

Primes denote $d/d\mathcal{E}$ along the self-consistent solution. Since $H$ and $\Delta$ are symmetric,

$$\omega'=\tfrac12\big[P\cdot H'P+M\cdot\Delta'M\big]+P'\cdot HP+M'\cdot\Delta M .$$

By the response equations the last two terms are $\omega(P'\cdot M+M'\cdot P)=\omega\,(P\cdot M)'=0$. In the TDA the same argument reads $2X'\cdot AX=\omega(X\cdot X)'=0$. Your intuition is correct this far: converged amplitudes need no response. One may hold $P$, $M$ and thus $T$ fixed as arrays of numbers and differentiate only $F_{pq}$, the orbitals in $\rho_1$, and $W$.

This step assumes that the root is differentiable in the field. For a degenerate state such as $^1\Pi$ of a linear molecule, an axial field keeps the cylindrical symmetry, the two components stay degenerate, and either one can be used.

The field appears explicitly only in $F_{pq}$, through $\mathcal{E}z_{pq}$. With orbitals, density and kernel frozen,

$$\frac{\partial\omega}{\partial\mathcal{E}}\Big|_{\text{frozen}}=\sum_{pq}T_{pq}z_{pq}\equiv\mathrm{Tr}[Tz].$$

This is the exact meaning of the unrelaxed value.

**How the orbitals respond**

The occupied–virtual rotation in the field, $\kappa_{kc}=\mathcal{E}U_{kc}$, is fixed by keeping $F_{kc}=0$. Expand $\langle\varphi_c|\hat F|\varphi_k\rangle$ to first order around canonical orbitals. The change of the ket gives $\sum_b\kappa_{kb}F_{cb}=\kappa_{kc}\varepsilon_c$. The change of the bra gives $-\sum_j\kappa_{jc}F_{jk}=-\kappa_{kc}\varepsilon_k$. The change of the operator gives $\mathcal{E}z_{kc}+(\varphi_k\varphi_c|W|\delta\rho)=\mathcal{E}z_{kc}+4\sum_{jb}K_{kc,jb}\kappa_{jb}$. Setting the sum to zero and dividing by $\mathcal{E}$,

$$(\Delta+4K)\,U=HU=-z_{ov},$$

where $z_{ov}$ is the vector of the $z_{kc}$. These are the coupled-perturbed Kohn–Sham equations. The same $U$ gives the ground-state polarizability, $\alpha_{zz}=-\int z\,\rho'\,d\mathbf r=-4\,U\cdot z_{ov}$. Nothing in this equation refers to the excited state, and nothing makes $\partial\omega/\partial\kappa_{kc}$ vanish.

**The orbital gradient of $\omega$**

Define $R_{kc}=\partial\omega/\partial\kappa_{kc}$ at fixed amplitudes and zero field. There are four places where $\kappa$ enters.

First, the orbitals in $F_{ab}$ and $F_{ij}$ at fixed operator. Here $\delta F_{ab}=-\sum_k(\kappa_{ka}F_{kb}+\kappa_{kb}F_{ak})$ and $\delta F_{ij}=\sum_c(\kappa_{ic}F_{cj}+\kappa_{jc}F_{ic})$. Every term contains an occupied–virtual Fock element, so all vanish.

Second, the operator itself. With $\rho_T=\sum_{pq}T_{pq}\varphi_p\varphi_q$, the change is $\sum T_{pq}(\varphi_p\varphi_q|W|\delta\rho)=(\rho_T|W|\delta\rho)$, and inserting $\delta\rho$,

$$R^{(\mathrm{pot})}_{kc}=4\,(\rho_T|W|\varphi_k\varphi_c).$$

Third, the orbitals in the transition density. By the symmetry of $W$ the change of $2(\rho_1|W|\rho_1)$ is $4(\delta\rho_1|W|\rho_1)$, with

$$\delta\rho_1=\sum_{ia}P_{ia}\Big[\sum_c\kappa_{ic}\,\varphi_c\varphi_a-\sum_k\kappa_{ka}\,\varphi_i\varphi_k\Big].$$

Let $V_{pq}=(\varphi_p\varphi_q|W|\rho_1)$. The change is $4\sum_{iac}P_{ia}\kappa_{ic}V_{ca}-4\sum_{iak}P_{ia}\kappa_{ka}V_{ik}$. Renaming $i\to k$ in the first sum and $a\to c$ in the second isolates the coefficient of $\kappa_{kc}$:

$$R^{(\mathrm{tr})}_{kc}=4\Big[\sum_aP_{ka}V_{ca}-\sum_iP_{ic}V_{ik}\Big].$$

Fourth, the kernel. The Coulomb part is fixed, while $\delta f=g\,\delta\rho$. The change of $2\int f\rho_1^2$ is $2\int g\,\delta\rho\,\rho_1^2$, so

$$R^{(g)}_{kc}=8\int g\,\rho_1^2\,\varphi_k\varphi_c\,d\mathbf r .$$

With $R=R^{(\mathrm{pot})}+R^{(\mathrm{tr})}+R^{(g)}$ the chain rule gives

$$\frac{d\omega}{d\mathcal{E}}=\mathrm{Tr}[Tz]+R\cdot U .$$

**The Z-vector and the relaxed density**

Insert $U=-H^{-1}z_{ov}$ and use the symmetry of $H^{-1}$: $R\cdot U=-R\cdot H^{-1}z_{ov}=-(H^{-1}R)\cdot z_{ov}$. Defining $Z$ by

$$HZ=-R ,$$

one obtains

$$\frac{d\omega}{d\mathcal{E}}=\mathrm{Tr}[Tz]+\sum_{kc}Z_{kc}z_{kc}=\mathrm{Tr}[\Gamma z],\qquad \Delta\mu=-\mathrm{Tr}[\Gamma z].$$

The relaxed difference density matrix $\Gamma$ has the blocks $\Gamma_{ij}=T_{ij}$, $\Gamma_{ab}=T_{ab}$ and $\Gamma_{kc}=\Gamma_{ck}=Z_{kc}/2$. The factor one half appears because the trace counts $z_{kc}$ and $z_{ck}$ separately. In real space

$$\rho_\Gamma=\rho_T+\sum_{kc}Z_{kc}\,\varphi_k\varphi_c .$$

The added part integrates to zero by orthogonality, as does $\rho_T$, so both dipole differences are independent of the origin.

Neither $T$ nor $Z$ refers to the operator $z$. Replacing $\mathcal{E}z$ by any local perturbation $\lambda w(\mathbf r)$ repeats the derivation and gives $d\omega/d\lambda=\int w\,\rho_\Gamma$, that is, $\rho_\Gamma(\mathbf r)=\delta\omega/\delta v_{\text{ext}}(\mathbf r)$. For exact eigenstates the Hellmann–Feynman theorem gives $\delta E_n/\delta v_{\text{ext}}=\rho_n$, so the exact $\delta\omega/\delta v_{\text{ext}}$ is $\rho_n-\rho_0$. The approximation to $\rho_n-\rho_0$ that is consistent with an approximate $\omega$ is therefore $\rho_\Gamma$. One linear solve per state serves all such perturbations.

The interchange also allows two readings of one number. As $R\cdot U$, it is the polarization of the ground-state orbitals by the field, which alters the potential, the transition density and the kernel that determine $\omega$. As $Z\cdot z_{ov}$, it is a readjustment of the orbitals to the excitation. The potential term shows this: a static external potential $w$ produces rotations $-H^{-1}w_{ov}$ and a density $-4\sum(H^{-1}w_{ov})_{kc}\varphi_k\varphi_c$, and for $w=\int W\rho_T$ this is exactly the part of $\sum Z_{kc}\varphi_k\varphi_c$ that comes from $R^{(\mathrm{pot})}$. That part is the self-consistent static response of the ground state to the Hartree and exchange–correlation potential of the moved charge $\rho_T$.

The field derivative of the excitation energy is the trace over the relaxed matrix $\Gamma$, while the trace over $T$ alone is the derivative with the orbitals, density and kernel frozen. It remains to see when the two densities agree, when the formula fails, and how large the difference is for carbon monoxide.
